# Band-Edge Shift from Anisotropic Polar Coupling and Its Adiabatic Divergence

An electron at the bottom of a conduction band interacts with the long-wave electric fields of a polar crystal. The band mass, the dielectric response and the phonon frequencies may all depend on direction. The problem is to find the zero-temperature shift of the band edge at lowest order in the coupling, and to see what happens when the phonon energy is left out of the energy denominators.

Hartree atomic units are used, so \(\hbar=e=m_e=1\). The band minimum is non-degenerate and parabolic, with principal masses \(m_a\), \(a=x,y,z\). For a wavevector \(\mathbf q=q\mathbf n\) measured from the minimum, the band energy is

\[
\frac{q^2}{2m(\mathbf n)},\qquad \frac1{m(\mathbf n)}=\sum_a\frac{n_a^2}{m_a}.
\]

The crystal has \(N_c\) cells of volume \(\Omega_0\), and \(V=N_c\Omega_0\). Each cell has optical coordinates \(u_{a\nu}\), scaled so that their kinetic energy is \(\frac12\sum\dot u_{a\nu}^2\). Without a macroscopic field they oscillate at the transverse frequencies \(\omega_{a\nu}\). Coordinate \(u_{a\nu}\) carries a dipole \(Z_{a\nu}u_{a\nu}\) along principal axis \(a\). The electronic dielectric constant in direction \(\mathbf n\) is \(\varepsilon(\mathbf n)=\sum_a n_a^2\varepsilon_{\infty,a}\). Fields are electrostatic, and the dependence of the lattice parameters on the length of \(\mathbf q\) is neglected.

## (a) Find the long-wave phonon modes

**Question.** Derive the dynamical matrix for a wave in direction \(\mathbf n\).

**Solution.** The field is longitudinal, \(\mathbf E=\mathbf nE\), and there is no free charge, so

\[
\mathbf n\cdot(\varepsilon_\infty\mathbf E+4\pi\mathbf P)=0,\qquad
P_a=\frac1{\Omega_0}\sum_\nu Z_{a\nu}u_{a\nu}.
\]

Define \(w_{a\nu}=\sqrt{4\pi/\Omega_0}\,Z_{a\nu}\), which has the unit of a frequency, and the vector \(v_{a\nu}=n_aw_{a\nu}\). Then \(4\pi\mathbf n\cdot\mathbf P=\sqrt{4\pi/\Omega_0}\,v\cdot u\), and

\[
E=-\sqrt{\frac{4\pi}{\Omega_0}}\;\frac{v\cdot u}{\varepsilon(\mathbf n)} .
\]

The force on \(u_{a\nu}\) is \(Z_{a\nu}n_aE=\sqrt{\Omega_0/4\pi}\,v_{a\nu}E\). The square roots cancel in the equation of motion:

\[
\ddot u_{a\nu}=-\omega_{a\nu}^2u_{a\nu}-\frac{v_{a\nu}(v\cdot u)}{\varepsilon}.
\]

Hence

\[
D(\mathbf n)=\mathrm{diag}(\omega_{a\nu}^2)+\frac{vv^{T}}{\varepsilon(\mathbf n)},\qquad De_j=\omega_j^2e_j .
\]

The second term is the restoring force of the macroscopic field. It acts on modes with \(v\cdot e_j\neq0\) and, when the lattice response is anisotropic, can make their frequencies depend on direction.

## (b) Find the electron-phonon coupling

**Question.** Quantise the lattice wave and obtain \(|g_j(\mathbf q)|^2\).

**Solution.** The wave amplitude is

\[
u_{\mathbf q}=\frac1{\sqrt{N_c}}\sum_j\frac{e_j}{\sqrt{2\omega_j}}\left(a_{\mathbf qj}+a^\dagger_{-\mathbf qj}\right).
\]

From \(\mathbf E=-i\mathbf q\varphi\) one has \(\varphi=iE/q\). The electron has charge \(-1\), so its potential energy is

\[
-\varphi=\frac iq\sqrt{\frac{4\pi}{\Omega_0}}\;\frac{v\cdot u_{\mathbf q}}{\varepsilon}.
\]

The interaction is therefore \(\sum_{\mathbf qj}g_j(\mathbf q)(a_{\mathbf qj}+a^\dagger_{-\mathbf qj})e^{i\mathbf q\cdot\mathbf r}\), with

\[
g_j=\frac iq\sqrt{\frac{4\pi}{\Omega_0}}\,\frac{v\cdot e_j}{\varepsilon\sqrt{2N_c\omega_j}},\qquad
|g_j|^2=\frac{2\pi\,\omega_j\Delta_j}{Vq^2},\qquad
\Delta_j(\mathbf n)=\frac{(v\cdot e_j)^2}{\varepsilon^2\omega_j^2}.
\]

Since \(v\) is odd in \(\mathbf n\) while \(D\) is even, the same \(e_j\) can serve for \(\pm\mathbf q\). Then \(g_j(-\mathbf q)=g_j(\mathbf q)^*\), as a Hermitian interaction requires.

## (c) Identify the dielectric weights

**Question.** Evaluate \(\sum_j\Delta_j\) and interpret it.

**Solution.** Completeness of the \(e_j\) gives \(\sum_j\Delta_j=v^TD^{-1}v/\varepsilon^2\). Let \(Dx=v\) and \(\sigma=v\cdot x\). Then

\[
x_{a\nu}=\frac{v_{a\nu}}{\omega_{a\nu}^2}\left(1-\frac\sigma\varepsilon\right).
\]

Multiplying by \(v_{a\nu}\) and summing, with \(S=\sum v_{a\nu}^2/\omega_{a\nu}^2\), gives \(\sigma=S(1-\sigma/\varepsilon)\), or \(\sigma=S\varepsilon/(\varepsilon+S)\). Consequently

\[
\sum_j\Delta_j=\frac{S}{\varepsilon(\varepsilon+S)}=\frac1\varepsilon-\frac1{\varepsilon+S}.
\]

In a static field \(E\), the displacement is \(u_{a\nu}=Z_{a\nu}n_aE/\omega_{a\nu}^2\), and \(4\pi\mathbf n\cdot\mathbf P=SE\). Thus \(\varepsilon+S=\varepsilon_0(\mathbf n)\) is the static dielectric constant, and

\[
\sum_j\Delta_j(\mathbf n)=\frac1{\varepsilon(\mathbf n)}-\frac1{\varepsilon_0(\mathbf n)} .
\]

This fixes the size of the coupling physically. Phonon exchange between two fixed electrons has the Fourier component \(-2\sum_j|g_j|^2/\omega_j=-(4\pi/Vq^2)\sum_j\Delta_j\). Added to \(4\pi/(V\varepsilon q^2)\), it gives \(4\pi/(V\varepsilon_0q^2)\), the repulsion screened by electrons and ions together.

## (d) Calculate the band-edge shift

**Question.** Apply second-order perturbation theory and reduce the sum over \(\mathbf q\) to an angular average.

**Solution.** The initial state has the electron at the minimum and no phonons. The intermediate states have one phonon and a recoiling electron, with excitation energy \(q^2/2m+\omega_j\). Therefore

\[
\Delta E=-\sum_{\mathbf qj}\frac{|g_j(\mathbf q)|^2}{q^2/2m(\mathbf n)+\omega_j(\mathbf n)} .
\]

Replace \(\sum_{\mathbf q}\) by \(V(2\pi)^{-3}\int q^2dq\int d^2n\), and write \(\int d^2n=4\pi\langle\cdots\rangle\). The factor \(q^2\) cancels the \(1/q^2\) of the coupling, and the constants combine to \(2\pi\cdot4\pi/(8\pi^3)=1/\pi\):

\[
\Delta E=-\frac1\pi\left\langle\sum_j\omega_j\Delta_j\int_0^\infty\frac{dq}{q^2/2m+\omega_j}\right\rangle .
\]

Let \(q_j=\sqrt{2m\omega_j}\) and \(q=q_j\tan\theta\). The denominator becomes \(\omega_j\sec^2\theta\) and \(dq=q_j\sec^2\theta\,d\theta\), so the integral is \(\pi q_j/(2\omega_j)\). The result is

\[
\boxed{\Delta E=-\left\langle\sum_j\Delta_j\sqrt{\frac{m\omega_j}{2}}\right\rangle
=-\left\langle\sum_j\alpha_j\omega_j\right\rangle},\qquad
\alpha_j=\Delta_j\sqrt{\frac{m}{2\omega_j}} .
\]

Mass, frequency and dielectric weight must be multiplied at each direction before averaging. Crossing phonon branches cause no difficulty, because

\[
\sum_j\Delta_j\sqrt{\omega_j}=\frac{v^TD^{-3/4}v}{\varepsilon^2}
\]

depends on the matrix \(D\) and not on how its eigenvalues are labelled.

The formula is the leading term for weak coupling. It also extends the parabolic band and the long-wave coupling to infinite \(q\), so the important wavevectors \(q_j\) must be small compared with the Brillouin zone. At a non-degenerate valence maximum the same calculation lowers the energy of a hole, so the electron band edge moves up. A degenerate edge needs the mixing of its bands and is outside this formula.

## (e) Examine two limits

**Question.** Recover the isotropic result, then isolate the effect of a uniaxial mass.

**Solution.** For one polar mode of longitudinal frequency \(\omega\) and no direction dependence, the average is trivial:

\[
\Delta E=-\alpha\omega,\qquad
\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\sqrt{\frac m{2\omega}} .
\]

Next keep the lattice response isotropic, but let \(m_x=m_y=m_\perp\) and \(m_z=m_\parallel>m_\perp\). With \(c=n_z\) and \(\eta^2=1-m_\perp/m_\parallel\),

\[
\frac1{m(\mathbf n)}=\frac{1-c^2}{m_\perp}+\frac{c^2}{m_\parallel}=\frac{1-\eta^2c^2}{m_\perp}.
\]

The shift is then proportional to

\[
\langle\sqrt m\rangle=\sqrt{m_\perp}\int_0^1\frac{dc}{\sqrt{1-\eta^2c^2}}
=\sqrt{m_\perp}\,\frac{\arcsin\eta}{\eta}.
\]

For \(m_\parallel\to\infty\), \(\eta\to1\) and the average tends to \((\pi/2)\sqrt{m_\perp}\). The mass along the axis diverges, but the directions near the axis fill too little solid angle to make the average diverge.

## (f) Evaluate a uniaxial model

**Question.** Find the shift for the round parameters below, which describe no particular material.

| | in plane | along axis |
|---|---|---|
| mass (\(m_e\)) | 0.30 | 0.90 |
| \(\varepsilon_\infty\) | 5.0 | 4.0 |
| \(\omega_{a\nu}\) (meV) | 30, 60 | 25, 50 |
| \(w_{a\nu}\) (meV) | 60, 80 | 40, 70 |

**Solution.** For \(\mathbf n\) along \(x\), only the two \(x\) coordinates couple. Their block of \(D\), in meV², is

\[
\begin{pmatrix}30^2+60^2/5&60\cdot80/5\\60\cdot80/5&60^2+80^2/5\end{pmatrix}
=\begin{pmatrix}1620&960\\960&4880\end{pmatrix}.
\]

Its eigenvalues are \(3250\pm\sqrt{1630^2+960^2}\), so the frequencies are 36.86 and 71.71 meV. The eigenvectors give \(\Delta_j=0.0400\) and \(0.0672\). Their sum agrees with (c): \(S=4+1.778\), \(\varepsilon_0=10.778\), and \(1/5-1/10.778=0.1072\).

With one hartree equal to 27.211 eV, the lower frequency is 0.001354 hartree, and

\[
\alpha_1=0.0400\sqrt{\frac{0.30}{2(0.001354)}}=0.421 .
\]

Similarly \(\alpha_2=0.507\). The local shift in this direction is \(-(0.421\times36.86+0.507\times71.71)=-51.9\) meV.

Along the axis, the active modes lie at 29.23 and 62.42 meV with \(\alpha_j=0.743\) and \(1.349\), and the local shift is \(-105.9\) meV. At 45 degrees, \(v\) has components on both sets of coordinates. Four modes are active, at 26.0, 34.5, 53.2 and 69.0 meV, and the local shift is \(-68.8\) meV.

Gauss-Legendre quadrature over \(n_z\), with a uniform grid in azimuth, gives

\[
\Delta E=-64.6\ \text{meV}=-2.37\ \text{mHa}.
\]

The mean over the three principal axes would be \(-(2\times51.9+105.9)/3=-69.9\) meV, about 8% larger in magnitude than the angular average. The mass accounts for much of this. The function \((1-\eta^2c^2)^{-1/2}\) is convex in \(c^2\). The three-axis mean is the straight line between its end points, taken at \(\langle c^2\rangle=1/3\), and this lies above the true average. For \(\sqrt m\) alone, the two values are 0.681 and 0.641, a difference of 6%. The direction dependence of the lattice response, taken alone, would add only 0.3%. Most of the rest comes from the product of the two factors: both grow towards the axis, and the three-axis mean exaggerates the effect of their growing together.

The local \(\alpha_j\) on the axis add to about 2.1. Higher orders are not included, so the digits describe the second-order model and not the accuracy of a full polaron energy.

## (g) Remove the phonon energy from the denominator

**Question.** In the adiabatic Allen-Heine-Cardona sum, electronic energy differences stand alone in the denominators. Evaluate its intraband part for this coupling, with \(q>q_c\), and let \(q_c\to0\).

**Solution.** The summand is now proportional to \(1/q^4\): one factor \(1/q^2\) comes from the coupling and the other from the electron energy. The volume element removes one of them, which leaves

\[
E_{\rm ad}(q_c)=-\frac1\pi\left\langle\sum_j\omega_j\Delta_j\int_{q_c}^\infty\frac{2m\,dq}{q^2}\right\rangle
=-\frac{2}{\pi q_c}\left\langle m\sum_j\Delta_j\omega_j\right\rangle .
\]

The average is positive, so \(E_{\rm ad}\to-\infty\). No cancellation between directions or modes is possible, since no term has the opposite sign. At finite temperature the adiabatic sum weights each mode by its mean-square displacement, a factor \(2n_j+1\geq1\), with \(n_j\) the phonon occupation. The divergence remains.

With the phonon energy kept, the substitution of (d) starts at \(\theta=\arctan(q_c/q_j)\), and

\[
\Delta E(q_c)=-\left\langle\sum_j\alpha_j\omega_j\left[1-\frac2\pi\arctan\frac{q_c}{q_j}\right]\right\rangle ,
\]

which converges to the result of (d). For the model:

| \(q_c\) (bohr⁻¹) | adiabatic (meV) | with \(\omega_j\) (meV) |
|---|---|---|
| 0.1 | −17.8 | −16.7 |
| 0.01 | −178 | −54.9 |
| 0.001 | −1778 | −63.6 |

The two agree within 7% at the largest cut-off, where \(q^2/2m\) exceeds \(\omega_j\). Below \(q_j\) the phonon energy is the larger part of the denominator and cannot be dropped.

The full theory also has a Debye-Waller term, from the second-order change of the potential. The present Hamiltonian is linear in the displacements and has no such term. In the rigid-ion approximation, that term is written with zero-wavevector matrix elements between different bands, divided by interband energies. For optical modes its summand stays bounded as \(q\to0\), so it cannot cancel a \(1/q^4\) singularity.

## (h) See how a grid or a smearing hides the divergence

**Question.** Find how the adiabatic sum depends on an \(N\times N\times N\) grid without \(\mathbf q=0\), and on an imaginary part \(\delta\) in the denominator.

**Solution.** Take a cubic cell of edge \(a\), so the smallest wavevector is \(q=2\pi/(aN)\) and \(V=N^3\Omega_0\). One such point contributes

\[
-\frac{2\pi\omega_j\Delta_j}{N^3\Omega_0q^2}\,\frac{2m}{q^2}
=-\frac{4\pi m\omega_j\Delta_j}{\Omega_0}\left(\frac a{2\pi}\right)^4N .
\]

This grows linearly with \(N\), and the other terms have the same sign. The whole sum also grows linearly at large \(N\), because the sum of \(1/|\mathbf l|^4\) over non-zero integer vectors \(\mathbf l\) converges in three dimensions.

Direct summation for \(a=10\) bohr gives:

| \(N\) | adiabatic (meV) | with \(\omega_j\) (meV) |
|---|---|---|
| 41 | −157.8 | −49.3 |
| 61 | −237.2 | −52.7 |
| 81 | −316.5 | −54.5 |
| 101 | −395.8 | −55.5 |

The adiabatic value changes by \(-3.97\) meV for each unit of \(N\). The other column converges slowly: the omitted cell around \(\mathbf q=0\) has volume proportional to \(N^{-3}\), and the integrand there is of order \(N^2\), so the error falls as \(1/N\). A cubic polynomial in \(1/N\) through the four values gives \(-59.9\) meV at infinite \(N\). The formula of (d), with each radial integral stopped at the zone boundary, gives the same \(-59.9\) meV. The remaining 4.7 meV of the angular-average result comes from wavevectors outside the zone, where the model has no direct meaning.

For the smearing, put \(x=q^2/2m\). The real part of \(1/(-x+i\delta)\) is \(-x/(x^2+\delta^2)\). With \(q=\sqrt{2m\delta}\,t\),

\[
\int_0^\infty\frac{x\,dq}{x^2+\delta^2}=\sqrt{\frac{2m}{\delta}}\int_0^\infty\frac{t^2dt}{1+t^4}.
\]

The map \(t\to1/t\) turns the last integral, \(I\), into \(\int_0^\infty dt/(1+t^4)\). Half the sum of both forms, with \(y=t-1/t\), is

\[
I=\frac12\int_0^\infty\frac{1+t^{-2}}{t^2+t^{-2}}dt=\frac12\int_{-\infty}^{\infty}\frac{dy}{y^2+2}=\frac{\pi}{2\sqrt2}.
\]

Thus

\[
E_{\rm ad}(\delta)=-\frac1{2\sqrt\delta}\left\langle\sqrt m\sum_j\Delta_j\omega_j\right\rangle .
\]

For \(\delta=100\), 10, 1 and 0.1 meV the model gives \(-34.8\), \(-110\), \(-348\) and \(-1101\) meV. A finite answer therefore reflects the chosen \(\delta\). With a single frequency \(\omega\), its ratio to the non-adiabatic shift is \(\sqrt{\omega/2\delta}\), which equals one at \(\delta=\omega/2\). That agreement is a property of this choice and gives no limit as \(\delta\to0\).

## (i) Explain the failure through the ionic mass

**Question.** Multiply all ionic masses by \(s\), at fixed force constants and charges. How does the shift change?

**Solution.** In mass-scaled coordinates, \(\omega_{a\nu}^2\to\omega_{a\nu}^2/s\) and \(w_{a\nu}\to w_{a\nu}/\sqrt s\). Hence \(D\to D/s\), the vectors \(e_j\) are unchanged, and \(\omega_j\to\omega_j/\sqrt s\). In \(\Delta_j\) the factors of \(s\) cancel, as they must for a static dielectric quantity. From (d),

\[
\Delta E\propto\sqrt{\omega_j}\propto s^{-1/4}.
\]

A finite adiabatic sum would be a fixed electronic coefficient times the mean-square displacements, and so proportional to \(s^{-1/2}\). For \(s=16\) it would fall to one quarter, whereas the polar shift falls to one half. The adiabatic coefficient would be the limit of \(s^{1/2}\Delta E\) for \(s\to\infty\). This product grows as \(s^{1/4}\) without bound, which is the divergence found in (g).

At this order of the coupling, heavier ions do not restore the adiabatic formula. The region \(q<q_j\), where it fails, shrinks as \(s^{-1/4}\), but its share of the shift does not tend to zero. For each mode and direction, put \(q_c=q_j\) in the square bracket of the convergent formula in (g). The bracket becomes \(1-(2/\pi)(\pi/4)=1/2\), so wavevectors above \(q_j\) give half of the term \(\alpha_j\omega_j\). With the radial integrals extended to infinite \(q\), the region \(q<q_j\) supplies the other half, whatever the value of \(s\). If they are stopped at the zone boundary of (h), this share is 0.54 for \(s=1\) and 0.52 for \(s=16\), and it approaches one half from above as \(s\) grows. The shift for \(s=16\) is then 0.52 of its original value instead of 0.50. The coupling \(\alpha_j\) itself grows as \(s^{1/4}\), so for very heavy ions the lowest order is no longer sufficient.
